# A failing check and its repair

Subject: Exponential convergence in insulators.

```python
# Brillouin-zone mesh error for a gapped s-p model on a simple cubic lattice.
# Bands: two flat at -D and +-E, E^2 = D^2 + 2 t^2 sum_i (1 - cos k_i a),
# gap Eg = 2D at Gamma, interband velocity hv = t a, spin factor g = 2.
# delta(N) = N^d-mesh occupied band energy per cell minus exact value.
# Under test: branch point h, eta = h a = 2 asinh(h0 a/2), h0 = Eg/(2 hv);
# aliasing identity; delta -> C N^(-5/2) exp(-N eta); K_2 lattice sum (narrow gap);
# N^-4 gapless law; leading-hopping lower bound (wide gap); K_0 law for E^-3.
# nu labels the integrand E^(-2 nu). Units eV, Angstrom. Round model parameters.
import numpy as np
from scipy import constants as sc
from scipy.special import ive, i0e, kv, gamma, binom, lambertw
from scipy.optimize import brentq
from scipy.integrate import quad

a, hv, g, eps = 4.0, 6.0, 2, 1e-3
t = hv / a
pi = np.pi

def ham(k, D):
    H = np.diag([D, -D, -D, -D]).astype(complex)
    for i in range(3):
        s = 2j * t * np.sin(k[i] * a / 2)
        H[0, i + 1], H[i + 1, 0] = s, -s
    return H

def mesh_mean(N, d, D, nu, shift=0):
    j = np.arange(N); partner = (N - shift - j) % N
    keep = j <= partner
    w = np.where(j == partner, 1.0, 2.0)[keep] / N
    y = 2 * np.sin(pi * (j[keep] + 0.5 * shift) / N) ** 2
    if d == 3:
        y = y[:, None, None] + y[None, :, None] + y[None, None, :]
    f = (D * D + 2 * t * t * y) ** (-nu)
    for _ in range(d):
        f = f @ w
    return float(f)

def exact_mean(d, D, nu):
    du = 0.02; z = np.exp(np.arange(-70, 70, du)); zs = np.minimum(z, 0.05)
    series = -zs + zs**2 / 4 - zs**4 / 64 + zs**6 / 576 - 11 * zs**8 / 49152
    expo = -D * D / (2 * t * t) * z + d * np.where(z < 0.05, series, np.log(i0e(z)))
    f = np.expm1(expo) if nu < 0 else np.exp(expo)
    return (2 * t * t) ** (-nu) / gamma(nu) * np.sum(z**nu * f) * du

def alias_sum(N, D, nu, shift, mmax):
    du = 0.02; z = np.exp(np.arange(-20, 12, du)); i0 = i0e(z)
    S = sum(2 * (-1) ** (m * shift) * ive(N * m, z) for m in range(1, mmax + 1))
    f = S * (3 * i0**2 + 3 * i0 * S + S**2) * np.exp(-D * D / (2 * t * t) * z)
    return (2 * t * t) ** (-nu) / gamma(nu) * np.sum(z**nu * f) * du

def axis_coeff(n, D):
    du = 0.01; z = np.exp(np.arange(-10, 10, du))
    f = ive(n, z) * i0e(z) ** 2 * np.exp(-D * D / (2 * t * t) * z)
    return np.sqrt(2) * t / gamma(-0.5) * np.sum(f / np.sqrt(z)) * du

def kernel(R, h, d, nu):
    p = d / 2 - nu
    return 2 ** (1 - nu) * (h / R) ** p * kv(p, h * R) / ((2 * pi) ** (d / 2) * gamma(nu))

M = 150
r1 = np.zeros(M * M + 1); r1[np.arange(M + 1) ** 2] = 2; r1[0] = 1
def add_dim(r):
    out = r.copy()
    for m in range(1, M + 1):
        out[m * m:] += 2 * r[:len(r) - m * m]
    return out
shells = {1: r1, 3: add_dim(add_dim(r1))}
radii = np.sqrt(np.arange(1, M * M + 1))
def continuum(N, d, D, nu):
    h = D / hv; c = shells[d][1:]
    use = (c > 0) & (h * N * a * radii < 40)
    return a**d * hv ** (-2 * nu) * np.sum(c[use] * kernel(N * a * radii[use], h, d, nu))

def errors(Nmax, d, D, nu, shift=0):
    ref = exact_mean(d, D, nu)
    scale = -g if nu < 0 else 1 / ref
    return {N: scale * (mesh_mean(N, d, D, nu, shift) - ref) for N in range(2, Nmax + 1)}
def grid(err, tol):
    N = max([n for n, e in err.items() if abs(e) > tol] + [1]) + 1
    assert N < max(err)
    return N
def lambert(C, eta, tol):
    return 2.5 / eta * lambertw(eta / 2.5 * (C / tol) ** 0.4).real
def hop_bound(N, D):
    A2 = 6 + D * D / t**2
    return 6 * g * t * np.sqrt(A2) * abs(binom(0.5, N)) * A2 ** (-N)

# cut integral and lift from one to three dimensions
hh, RR, dR = 0.7, 2.3, 1e-4
cut = quad(lambda x: np.sqrt(x * x - hh * hh) * np.exp(-x * RR), hh, 40, epsrel=1e-11)[0]
assert abs(-cut / pi / kernel(RR, hh, 1, -0.5) - 1) < 1e-7
lift = -(kernel(RR + dR, hh, 1, -0.5) - kernel(RR - dR, hh, 1, -0.5)) / (4 * pi * RR * dR)
assert abs(lift / kernel(RR, hh, 3, -0.5) - 1) < 1e-6

print(f"a = {a} A, hbar v = {hv} eV A, t = {t} eV, g = {g}, target = {eps*1e3} meV")
print(f"v = {hv*1e-10*sc.e/sc.hbar:.3e} m/s, ln(1 eV/target) = {np.log(1/eps):.4f}")
rng = np.random.default_rng(1); res = {}
for name, Eg, Nmax in (("narrow", 0.2, 110), ("wide", 8.0, 10)):
    D = Eg / 2; h0 = Eg / (2 * hv); eta = 2 * np.arcsinh(h0 * a / 2)
    for k in rng.uniform(-pi / a, pi / a, (5, 3)):
        E = np.sqrt(D * D + 2 * t * t * np.sum(1 - np.cos(k * a)))
        assert np.allclose(np.linalg.eigvalsh(ham(k, D)), [-E, -D, -D, E], atol=1e-12)
    ks = 2 * pi * np.arange(4) / (4 * a)
    occ = np.mean([np.linalg.eigvalsh(ham((x, y, z), D))[:3].sum() for x in ks for y in ks for z in ks])
    assert abs(occ + 2 * D + mesh_mean(4, 3, D, -0.5)) < 1e-12
    q = 1e-3 * h0
    U = np.linalg.eigh(ham((0, 0, 0), D))[1]
    dH = (ham((q, 0, 0), D) - ham((-q, 0, 0), D)) / (2 * q)
    assert abs(np.linalg.norm(U[:, :3].conj().T @ dH @ U[:, 3]) / hv - 1) < 1e-5
    curv = 2 * (np.linalg.eigvalsh(ham((q, 0, 0), D))[3] - D) / q**2
    assert abs(curv * Eg / (2 * hv**2) - 1) < 1e-5
    h_num = brentq(lambda x: np.linalg.det(ham((1j * x, 0, 0), D)).real, 1e-6, 5 / a, xtol=1e-14)
    assert abs(h_num * a / eta - 1) < 1e-9
    assert abs(mesh_mean(240, 3, D, -0.5) - exact_mean(3, D, -0.5)) < 1e-12
    assert abs(mesh_mean(240, 3, D, 1.5) / exact_mean(3, D, 1.5) - 1) < 1e-6
    e3, e3s = errors(Nmax, 3, D, -0.5), errors(min(Nmax, 40), 3, D, -0.5, 1)
    e1, w3 = errors(Nmax, 1, D, -0.5), errors(Nmax, 3, D, 1.5)
    assert all(e3[n] > e3[n + 1] > 0 for n in range(2, Nmax))
    Nt, mm = (8, 63) if name == "narrow" else (3, 20)
    assert abs(-g * alias_sum(Nt, D, -0.5, 0, mm) / e3[Nt] - 1) < 1e-6
    assert abs(-g * alias_sum(Nt, D, -0.5, 1, mm) / e3s[Nt] - 1) < 1e-6
    C = 6 * g * t * np.sinh(eta) ** 1.5 / (2 * np.sqrt(2) * pi**1.5)
    bare = np.log(1 / eps) / (h0 * a); N3 = grid(e3, eps)
    res[name] = dict(D=D, eta=eta, C=C, bare=bare, N3=N3, e3=e3, e1=e1, w3=w3, h0a=h0 * a)
    mass = sc.hbar**2 / (sc.m_e * sc.e * 1e-20 * curv)
    print(f"[{name}] Eg = {Eg} eV, m*/m_e = {mass:.4f}, mu = {D*D/(2*t*t):.5f}")
    print(f"  h0 = {h0:.5f} 1/A, h = {h_num:.5f} 1/A, 1/h = {1/h_num:.3f} A")
    print(f"  h0 a = {h0*a:.5f}, eta = {eta:.5f}, sinh eta = {np.sinh(eta):.5f}, C = {C:.5f} eV")
    print(f"  exact mean E = {exact_mean(3, D, -0.5):.6f} eV, mean E^-3 = {exact_mean(3, D, 1.5):.5f} eV^-3")
    print(f"  bare N = {bare:.2f} (with eta {np.log(1/eps)/eta:.2f}), Lambert N = {lambert(C, eta, eps):.2f}")
    print(f"  exact N 3D centred = {N3} ({N3**3} points), N eta = {N3*eta:.3f}")
    print(f"  delta({N3-1}) = {e3[N3-1]*1e3:.4f} meV, delta({N3}) = {e3[N3]*1e3:.4f} meV")
    Ns = grid(e3s, eps)
    print(f"  exact N 3D shifted = {Ns}, delta = {e3s[Ns]*1e3:.4f} meV")
    print(f"  exact N 1D chain = {grid(e1, eps)}; N for E^-3 to relative 1e-3 = {grid(w3, 1e-3)}")

# narrow gap: continuum Bessel-K sums against explicit meshes
r = res["narrow"]; D, e3, eta = r["D"], r["e3"], r["eta"]
c3 = {N: -g * continuum(N, 3, D, -0.5) for N in e3}
for N, tol in ((8, 0.10), (40, 0.02), (100, 0.01)):
    assert abs(c3[N] / e3[N] - 1) < tol
    print(f"narrow N = {N}: mesh {e3[N]:.4e} eV, K2 sum {c3[N]:.4e} eV")
assert abs(-g * continuum(40, 1, D, -0.5) / r["e1"][40] - 1) < 0.02
assert abs(continuum(80, 3, D, 1.5) / exact_mean(3, D, 1.5) / r["w3"][80] - 1) < 0.02
for tol in (1e-3, 1e-6, 1e-9):
    assert abs(grid(c3, tol) - grid(e3, tol)) <= 1
    print(f"narrow target {tol:.0e} eV: N mesh {grid(e3, tol)}, K2 {grid(c3, tol)}, "
          f"Lambert {lambert(r['C'], eta, tol):.1f}, bare {np.log(1/tol)/r['h0a']:.1f}")
assert abs(lambert(r["C"], eta, 1e-9) / grid(e3, 1e-9) - 1) < 0.10
assert r["bare"] > 10 * r["N3"] and r["N3"] < grid(r["e1"], eps) < r["bare"]
assert 0.8 < grid(r["w3"], 1e-3) / r["bare"] < 1.2
print(f"narrow bare N / exact N = {r['bare']/r['N3']:.1f}, point ratio = {(r['bare']/r['N3'])**3:.0f}")
print(f"narrow local rate ln(delta_N/delta_N+1): N=8 {np.log(e3[8]/e3[9]):.4f}, N=90 {np.log(e3[90]/e3[91]):.4f}")
Z = np.sum(shells[3][1:] / radii**4) + 4 * pi / M
gapless = -g * (mesh_mean(32, 3, 0.0, -0.5) - exact_mean(3, 0.0, -0.5))
B = g * t * Z / pi**2
assert abs(gapless * 32**4 / B - 1) < 0.01
print(f"Z = {Z:.3f}, g t Z/pi^2 = {B:.4f} eV, mesh N^4 delta (gapless, N=32) = {gapless*32**4:.4f} eV")
print(f"gapless N for target = {(B/eps)**0.25:.2f}")

# wide gap: decay rate, asymptote, hopping bound
r = res["wide"]; D, e3, eta, C = r["D"], r["e3"], r["eta"], r["C"]
rate = np.log(e3[8] / e3[9]) - 2.5 * np.log(9 / 8)
assert abs(rate - eta) < 0.1 and abs(rate - r["h0a"]) > 0.3
print(f"wide mesh rate N=8->9 after removing N^-5/2 = {rate:.4f}")
ratio = {n: -6 * g * axis_coeff(n, D) / (C * n**-2.5 * np.exp(-n * eta)) for n in (3, 50, 100)}
assert abs(ratio[100] - 1) < 0.05 and 1.8 < (ratio[50] - 1) / (ratio[100] - 1) < 2.2
print("wide exact/asymptote: " + ", ".join(f"n={n} {v:.4f}" for n, v in ratio.items()))
print(f"wide 2A = {6+D*D/t**2:.4f}, ln 2A = {np.log(6+D*D/t**2):.4f}")
for N in (3, 4):
    assert 1 < e3[N] / hop_bound(N, D) < 1.35
    print(f"wide N = {N}: mesh {e3[N]*1e3:.4f} meV, hopping bound {hop_bound(N, D)*1e3:.4f} meV, "
          f"asymptote {C*N**-2.5*np.exp(-N*eta)*1e3:.4f} meV")
big = -g * (mesh_mean(3, 3, 20.0, -0.5) - mesh_mean(16, 3, 20.0, -0.5)) / hop_bound(3, 20.0)
assert 1 < big < 1.002
assert r["N3"] > np.ceil(r["bare"])
print(f"mesh/bound at Eg = 40 eV, N = 3: {big:.5f}")
print(f"narrow/wide ratio of N: bare {res['narrow']['bare']/r['bare']:.1f}, exact {res['narrow']['N3']/r['N3']:.2f}")

# fcc model dispersion: the shortest lattice vector b (set to a) controls the decay
Df = 0.25 * t
def fcc_mean(N):
    th = 2 * pi * np.arange(N) / N
    x, y, z = th[:, None, None], th[None, :, None], th[None, None, :]
    s = 6 - (np.cos(x) + np.cos(y) + np.cos(z) + np.cos(x - y) + np.cos(y - z) + np.cos(z - x))
    return np.mean(np.sqrt(Df**2 + t * t * s))
prim = a / np.sqrt(2) * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
ms = np.array([m for m in np.ndindex(9, 9, 9) if m != (4, 4, 4)]) - 4
R = 24 * np.linalg.norm(ms @ prim, axis=1)
f_pred = -g * hv * abs(np.linalg.det(prim)) * np.sum(kernel(R, Df / hv, 3, -0.5))
f_mesh = -g * (fcc_mean(24) - fcc_mean(100))
assert abs(f_pred / f_mesh - 1) < 0.10
print(f"fcc, h b = {Df/t:.2f}, N = 24: mesh {f_mesh:.4e} eV, K2 sum {f_pred:.4e} eV")
print("done: every assertion held")
```

It fails:

```
a = 4.0 A, hbar v = 6.0 eV A, t = 1.5 eV, g = 2, target = 1.0 meV
v = 9.116e+05 m/s, ln(1 eV/target) = 6.9078
[narrow] Eg = 0.2 eV, m*/m_e = 0.0212, mu = 0.00222
  h0 = 0.01667 1/A, h = 0.01666 1/A, 1/h = 60.011 A
  h0 a = 0.06667, eta = 0.06665, sinh eta = 0.06670, C = 0.01969 eV
  exact mean E = 3.582920 eV, mean E^-3 = 0.06696 eV^-3
  bare N = 103.62 (with eta 103.64), Lambert N = 3.04
  exact N 3D centred = 8 (512 points), N eta = 0.533
  delta(7) = 1.6301 meV, delta(8) = 0.9080 meV
  exact N 3D shifted = 7, delta = -0.5338 meV
  exact N 1D chain = 27; N for E^-3 to relative 1e-3 = 99
Traceback (most recent call last):
  File "check.py", line 114, in <module>
    assert abs(mesh_mean(240, 3, D, -0.5) - exact_mean(3, D, -0.5)) < 1e-12
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program: `np.arange(-70, 70, 0.02)` steps by the rounded difference (−70+0.02)−(−70), which differs from the weight 0.02 used in the sum by a relative 2×10⁻¹³. The Bessel-integral reference was therefore off by about 7×10⁻¹³ eV for the narrow gap, which passed, and by just over 10⁻¹² eV for the wide gap, which failed. All logarithmic grids are now built from integers times an exactly representable step of 1/64, so node spacing and weight agree, and the range for the mean is extended from ±70 to ±80 to shrink the truncated tails. No formula, tested quantity or tolerance changes, and the removal of this bias only affects the smallest narrow-gap errors, by a few tenths of a percent near N = 100.

Diff:

```diff
@@ -17,4 +17,11 @@
 pi = np.pi
 
+# Integrals over z use the trapezoid rule in u = ln z. The step is a power of two,
+# so the node spacing and the quadrature weight agree exactly in floating point.
+PER_UNIT = 64
+du = 1.0 / PER_UNIT
+def log_nodes(lo, hi):
+    return np.exp(np.arange(lo * PER_UNIT, hi * PER_UNIT + 1) * du)
+
 def ham(k, D):
     H = np.diag([D, -D, -D, -D]).astype(complex)
@@ -37,5 +44,5 @@
 
 def exact_mean(d, D, nu):
-    du = 0.02; z = np.exp(np.arange(-70, 70, du)); zs = np.minimum(z, 0.05)
+    z = log_nodes(-80, 80); zs = np.minimum(z, 0.05)
     series = -zs + zs**2 / 4 - zs**4 / 64 + zs**6 / 576 - 11 * zs**8 / 49152
     expo = -D * D / (2 * t * t) * z + d * np.where(z < 0.05, series, np.log(i0e(z)))
@@ -44,5 +51,5 @@
 
 def alias_sum(N, D, nu, shift, mmax):
-    du = 0.02; z = np.exp(np.arange(-20, 12, du)); i0 = i0e(z)
+    z = log_nodes(-20, 12); i0 = i0e(z)
     S = sum(2 * (-1) ** (m * shift) * ive(N * m, z) for m in range(1, mmax + 1))
     f = S * (3 * i0**2 + 3 * i0 * S + S**2) * np.exp(-D * D / (2 * t * t) * z)
@@ -50,5 +57,5 @@
 
 def axis_coeff(n, D):
-    du = 0.01; z = np.exp(np.arange(-10, 10, du))
+    z = log_nodes(-10, 10)
     f = ive(n, z) * i0e(z) ** 2 * np.exp(-D * D / (2 * t * t) * z)
     return np.sqrt(2) * t / gamma(-0.5) * np.sum(f / np.sqrt(z)) * du
```

After the repair:

```
a = 4.0 A, hbar v = 6.0 eV A, t = 1.5 eV, g = 2, target = 1.0 meV
v = 9.116e+05 m/s, ln(1 eV/target) = 6.9078
[narrow] Eg = 0.2 eV, m*/m_e = 0.0212, mu = 0.00222
  h0 = 0.01667 1/A, h = 0.01666 1/A, 1/h = 60.011 A
  h0 a = 0.06667, eta = 0.06665, sinh eta = 0.06670, C = 0.01969 eV
  exact mean E = 3.582920 eV, mean E^-3 = 0.06696 eV^-3
  bare N = 103.62 (with eta 103.64), Lambert N = 3.04
  exact N 3D centred = 8 (512 points), N eta = 0.533
  delta(7) = 1.6301 meV, delta(8) = 0.9080 meV
  exact N 3D shifted = 7, delta = -0.5338 meV
  exact N 1D chain = 27; N for E^-3 to relative 1e-3 = 99
[wide] Eg = 8.0 eV, m*/m_e = 0.8467, mu = 3.55556
  h0 = 0.66667 1/A, h = 0.54931 1/A, 1/h = 1.820 A
  h0 a = 2.66667, eta = 2.19722, sinh eta = 4.44444, C = 10.70851 eV
  exact mean E = 5.407002 eV, mean E^-3 = 0.00670 eV^-3
  bare N = 2.59 (with eta 3.14), Lambert N = 2.98
  exact N 3D centred = 4 (64 points), N eta = 8.789
  delta(3) = 2.0609 meV, delta(4) = 0.1076 meV
  exact N 3D shifted = 4, delta = -0.1071 meV
  exact N 1D chain = 4; N for E^-3 to relative 1e-3 = 4
narrow N = 8: mesh 9.0803e-04 eV, K2 sum 8.8230e-04 eV
narrow N = 40: mesh 3.2097e-07 eV, K2 sum 3.1986e-07 eV
narrow N = 100: mesh 3.4307e-10 eV, K2 sum 3.4210e-10 eV
narrow target 1e-03 eV: N mesh 8, K2 8, Lambert 3.0, bare 103.6
narrow target 1e-06 eV: N mesh 33, K2 33, Lambert 26.1, bare 207.2
narrow target 1e-09 eV: N mesh 90, K2 89, Lambert 85.2, bare 310.8
narrow bare N / exact N = 13.0, point ratio = 2173
narrow local rate ln(delta_N/delta_N+1): N=8 0.5194, N=90 0.0990
Z = 16.532, g t Z/pi^2 = 5.0252 eV, mesh N^4 delta (gapless, N=32) = 5.0313 eV
gapless N for target = 8.42
wide mesh rate N=8->9 after removing N^-5/2 = 2.2503
wide exact/asymptote: n=3 2.1707, n=50 1.0657, n=100 1.0315
wide 2A = 13.1111, ln 2A = 2.5735
wide N = 3: mesh 2.0609 meV, hopping bound 1.8074 meV, asymptote 0.9423 meV
wide N = 4: mesh 0.1076 meV, hopping bound 0.0862 meV, asymptote 0.0510 meV
mesh/bound at Eg = 40 eV, N = 3: 1.00059
narrow/wide ratio of N: bare 40.0, exact 2.00
fcc, h b = 0.25, N = 24: mesh 2.4534e-07 eV, K2 sum 2.4204e-07 eV
done: every assertion held
```
